# Binomial Leaping for Site-Limited Adsorption in Atomic Layer Deposition: a program that tests the result

```python
"""
Binomial leaping for irreversible adsorption on independent surface sites.

Result under test: if V sites are vacant and each fills at rate k, the number
adsorbed during tau is exactly Binomial(V, 1-exp(-k*tau)). A Poisson increment
of mean V*k*tau instead counts repeated hits and can exceed V.

Symbols: M sites per patch; N adsorbed molecules; V=M-N vacancies;
x=k*tau exposure per leap; X=k*pulse total exposure; theta mean coverage;
g growth per full layer; W standard deviation of patch-averaged heights.
Material parameters are rough values for trimethylaluminium/water deposition.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.linalg import expm
from scipy.stats import binom, poisson

# ---------- example inputs ----------
pressure_torr = 0.02
temperature = 473.0
mass_u = 72.09
sticking = 1.0e-3
site_density = 4.0          # nm^-2
patch_side = 5.0            # nm
pulse = 0.2                 # s
leaps = 4
cycles = 100
layer = 0.1                 # nm per full layer

M = int(round(site_density * patch_side**2))
flux = pressure_torr * const.torr / np.sqrt(
    2 * np.pi * mass_u * const.atomic_mass * const.k * temperature) * 1e-18
k = sticking * flux / site_density
tau = pulse / leaps
x = k * tau
X = k * pulse
theta = -np.expm1(-X)
q = 1 - x
assert 0 < x < 1


def moments(prob, values=None):
    values = np.arange(len(prob)) if values is None else values
    mean = prob @ values
    return mean, prob @ (values - mean)**2


def birth_generator(size, rate):
    """Row-convention generator for N -> N+1."""
    gen = np.zeros((size + 1, size + 1))
    for n in range(size):
        gen[n, n] = -rate(n)
        gen[n, n + 1] = rate(n)
    return gen


def binomial_matrix(size, probability):
    """One-leap transition matrix for the adsorbed count."""
    mat = np.zeros((size + 1, size + 1))
    for n in range(size + 1):
        v = size - n
        mat[n, n:] = binom.pmf(np.arange(v + 1), v, probability(n))
    return mat


def run_chain(mat, steps):
    prob = np.zeros(len(mat))
    prob[0] = 1
    for _ in range(steps):
        prob = prob @ mat
    return prob


# ---------- exact binomial law against the master equation ----------
counts = np.arange(M + 1)
generator = birth_generator(M, lambda n: k * (M - n))
master = expm(generator * pulse)[0]
exact_law = binom.pmf(counts, M, theta)
assert np.max(abs(master - exact_law)) < 1e-10
chained = run_chain(binomial_matrix(M, lambda n: -np.expm1(-x)), leaps)
assert np.max(abs(chained - master)) < 1e-10
exact_mean, exact_var = moments(master)

# Pressure rising as 1-exp(-t/rise): only the integrated exposure matters.
rise = 0.02
small = 20
small_gen = birth_generator(small, lambda n: k * (small - n))
start = np.eye(small + 1)[0]
ramp = solve_ivp(lambda t, p: -np.expm1(-t / rise) * (p @ small_gen),
                 (0, pulse), start, rtol=1e-9, atol=1e-12)
ramp_X = k * (pulse - rise * -np.expm1(-pulse / rise))
ramp_theta = -np.expm1(-ramp_X)
assert np.max(abs(ramp.y[:, -1]
                  - binom.pmf(np.arange(small + 1), small, ramp_theta))) < 1e-6

# ---------- Poisson hits versus distinct sites, by explicit occupancy ----------
distinct = np.eye(M + 1)[0]
mixture = np.zeros(M + 1)
mean_hits = 0.0
for hits in range(500):
    weight = poisson.pmf(hits, M * X)
    mixture += weight * distinct
    mean_hits += weight * hits
    new = distinct * counts / M
    new[1:] += distinct[:-1] * (M - counts[:-1]) / M
    distinct = new
assert np.max(abs(mixture - exact_law)) < 1e-10
surplus = mean_hits - mixture @ counts
assert abs(surplus - M * (X - 1 + np.exp(-X))) < 1e-7

# ---------- one-leap overshoot and its large-deviation bound ----------
for exposure in (0.1, x, 0.8):
    decay = exposure - 1 - np.log(exposure)
    for v in (1, 5, 20, 100):
        assert poisson.sf(v, v * exposure) <= np.exp(-v * decay)
decay = x - 1 - np.log(x)
big = 2000
assert abs(-np.log(poisson.sf(big, big * x)) / (big * decay) - 1) < 0.04


def eventual_overshoot(size, exposure):
    """Probability of any overshoot before reaching exactly zero vacancies."""
    u = np.zeros(size + 1)
    for v in range(1, size + 1):
        lam = v * exposure
        jumps = np.arange(1, v + 1)
        u[v] = (poisson.sf(v, lam)
                + poisson.pmf(jumps, lam) @ u[v - jumps]) / -np.expm1(-lam)
    return u


for small_x in (0.01, 0.001):
    u_small = eventual_overshoot(M, small_x)
    assert abs(u_small[1] - (1 - small_x / np.expm1(small_x))) < 1e-10
    for v in (1, 10, M):
        assert abs(2 * u_small[v] / small_x - 1) < small_x
u_example = eventual_overshoot(M, x)

# ---------- linear binomial and Poisson chains ----------
linear = run_chain(binomial_matrix(M, lambda n: x), leaps)
assert np.max(abs(linear - binom.pmf(counts, M, 1 - q**leaps))) < 1e-10
linear_mean, linear_var = moments(linear)

extra = 100
size = M + extra
pois_mat = np.eye(size + 1)
for n in range(M):
    pois_mat[n] = 0
    pois_mat[n, n:] = poisson.pmf(np.arange(size - n + 1), (M - n) * x)
pois = run_chain(pois_mat, leaps)
assert abs(pois.sum() - 1) < 1e-8
pois_mean, pois_var = moments(pois)
overfull = pois[M + 1:].sum()
negative_start = run_chain(pois_mat, leaps - 1)[M + 1:].sum()
# The closed moments neglect the rare paths stopped before the last leap.
assert negative_start < 0.005
assert abs(pois_mean / (M * (1 - q**leaps)) - 1) < 0.002
assert abs(pois_var / (M * q**(leaps - 1) * (1 - q**leaps)) - 1) < 0.005
clip_mean, clip_var = moments(pois, np.minimum(np.arange(size + 1), M))


def linear_bias(m):
    return np.exp(-X) - (1 - X / m)**m


assert abs(linear_bias(1000) / (X**2 * np.exp(-X) / 2000) - 1) < 0.01
needed = leaps
while linear_bias(needed) >= 0.001:
    needed += 1

# ---------- two species sharing vacancies ----------
shared = 6
k_b = 0.5 * k
states = [(a, b) for a in range(shared + 1) for b in range(shared + 1 - a)]
index = {s: i for i, s in enumerate(states)}
joint_gen = np.zeros((len(states), len(states)))
for (a, b), i in index.items():
    vacant = shared - a - b
    if vacant:
        joint_gen[i, index[(a + 1, b)]] = k * vacant
        joint_gen[i, index[(a, b + 1)]] = k_b * vacant
        joint_gen[i, i] = -(k + k_b) * vacant
joint = expm(joint_gen * tau)[index[(0, 0)]]
p_total = -np.expm1(-(k + k_b) * tau)
split = np.array([binom.pmf(a + b, shared, p_total)
                  * binom.pmf(a, a + b, k / (k + k_b)) for a, b in states])
assert np.max(abs(joint - split)) < 1e-10
p_a, p_b = -np.expm1(-k * tau), -np.expm1(-k_b * tau)
separate_sum = np.convolve(binom.pmf(np.arange(shared + 1), shared, p_a),
                          binom.pmf(np.arange(shared + 1), shared, p_b))
separate_overfull = separate_sum[shared + 1:].sum()
assert separate_overfull > 1e-4

# ---------- surface of independent patches ----------
rng = np.random.default_rng(4721)
patches = 10000
total_bin = np.zeros(patches)
total_pois = np.zeros(patches)
bad_cycles = 0
for _ in range(cycles):
    vac_b = np.full(patches, M)
    vac_p = np.full(patches, M)
    for _ in range(leaps):
        vac_b -= rng.binomial(vac_b, -np.expm1(-x))
        vac_p -= rng.poisson(np.maximum(vac_p, 0) * x)
    total_bin += M - vac_b
    total_pois += M - vac_p
    bad_cycles += np.count_nonzero(vac_p < 0)
height_bin, height_pois = layer * total_bin / M, layer * total_pois / M
W_exact = layer * np.sqrt(cycles * theta * (1 - theta) / M)
W_linear = layer * np.sqrt(cycles * linear_var) / M
W_pois = layer * np.sqrt(cycles * pois_var) / M
W_clip = layer * np.sqrt(cycles * clip_var) / M
# Statistical error of each sampled width is about 0.7 percent.
assert abs(height_bin.std(ddof=1) / W_exact - 1) < 0.04
assert abs(height_pois.std(ddof=1) / W_pois - 1) < 0.04
assert abs(height_bin.mean() - layer * cycles * theta) < 0.003
sim_overfull = bad_cycles / (patches * cycles)
assert abs(sim_overfull / overfull - 1) < 0.08

# ---------- neighbour hindrance and frozen-rate error ----------
neighbours = 4
penalty = 0.01             # eV per filled neighbour, rough assumption
kT_eV = const.k * temperature / const.e


def hindered_k(n):
    return k * np.exp(-neighbours * penalty * n / (M * kT_eV))


hindered = expm(birth_generator(
    M, lambda n: (M - n) * hindered_k(n)) * pulse)[0]
hindered_theta = moments(hindered)[0] / M
errors = {}
for m in (4, 16, 32, 64):
    mat = binomial_matrix(
        M, lambda n: -np.expm1(-hindered_k(n) * pulse / m))
    errors[m] = moments(run_chain(mat, m))[0] / M - hindered_theta
assert 1.8 < errors[16] / errors[32] < 2.2
assert 1.8 < errors[32] / errors[64] < 2.2

# ---------- other neglected effects ----------
dose_change = 0.05
dose_height = layer * cycles * (-np.expm1(-(1 + dose_change) * X) - theta)
site_numbers = np.arange(251)
random_sites = poisson.pmf(site_numbers, M) @ binom.pmf(
    site_numbers[None, :], site_numbers[:, None], theta)
random_mean, random_var = moments(random_sites)
assert abs(random_mean - M * theta) < 1e-6
assert abs(random_var - M * theta) < 1e-6
W_sites = layer * np.sqrt(cycles * random_var) / M
binding, attempt, cycle_time = 1.5, 1e13, 5.0
desorption = attempt * np.exp(-binding / kT_eV)

# ---------- report ----------
print(f"pressure {pressure_torr:.3f} Torr; temperature {temperature:.0f} K")
print(f"molecular mass {mass_u:.2f} u; sticking {sticking:.1e}")
print(f"site density {site_density:.1f} nm^-2; patch side {patch_side:.1f} nm")
print(f"sites per patch M {M}; pulse {pulse:.2f} s")
print(f"leaps {leaps}; leap time {tau:.3f} s")
print(f"cycles {cycles}; full-layer growth {layer:.2f} nm")
print(f"impingement flux {flux:.4e} nm^-2 s^-1")
print(f"rate per vacant site k {k:.4f} s^-1")
print(f"exposure per leap x {x:.4f}; per pulse X {X:.4f}")
print(f"exact fill probability per leap {-np.expm1(-x):.4f}")
print(f"whole-pulse Poisson mean {M*X:.2f} molecules")
print(f"whole-pulse Poisson overshoot probability {poisson.sf(M, M*X):.8f}")
print(f"mean surplus hits in whole pulse {surplus:.2f}")
for v in (1, 10, M):
    print(f"one-leap overshoot, V={v}: {poisson.sf(v, v*x):.3e}")
print(f"eventual overshoot from V=1: {u_example[1]:.4f}")
print(f"eventual overshoot from V={M}: {u_example[M]:.4f}")
print(f"small-x estimate x/2: {x/2:.4f}")
print("After one pulse: mean coverage; count variance")
print(f"exact binomial {exact_mean/M:.4f}; {exact_var:.3f}")
print(f"linear binomial {linear_mean/M:.4f}; {linear_var:.3f}")
print(f"unrestricted Poisson {pois_mean/M:.4f}; {pois_var:.3f}")
print(f"clipped Poisson {clip_mean/M:.4f}; {clip_var:.3f}")
print(f"Poisson/linear variance factor 1/(1-x) {1/q:.4f}")
print(f"Poisson patch overfull after pulse {overfull:.5f}")
print(f"probability of negative V before last leap {negative_start:.3e}")
print(f"linear leaps for coverage bias below 0.001: {needed}")
print(f"competitor/main rate ratio {k_b/k:.2f}; shared vacancies {shared}")
print(f"separate-binomial overfull probability {separate_overfull:.5f}")
print(f"exact mean film height {layer*cycles*theta:.4f} nm")
print(f"Poisson mean film height {layer*cycles*pois_mean/M:.4f} nm")
print(f"exact patch roughness {W_exact:.5f} nm")
print(f"linear-binomial roughness {W_linear:.5f} nm")
print(f"Poisson roughness {W_pois:.5f} nm")
print(f"clipped-Poisson roughness {W_clip:.5f} nm")
print(f"simulated patches {patches}")
print(f"simulated binomial height {height_bin.mean():.4f} nm")
print(f"simulated binomial roughness {height_bin.std(ddof=1):.5f} nm")
print(f"simulated Poisson roughness {height_pois.std(ddof=1):.5f} nm")
print(f"simulated Poisson overfull fraction {sim_overfull:.5f}")
print(f"hindrance {penalty:.3f} eV/neighbour; neighbours {neighbours}")
print(f"thermal energy {kT_eV:.5f} eV")
print(f"hindered master-equation coverage {hindered_theta:.4f}")
for m, error in errors.items():
    print(f"frozen-rate coverage error, {m} leaps: {error:.6f}")
print(f"pressure rise time {rise:.3f} s; coverage {ramp_theta:.4f}")
print(f"dose increase {100*dose_change:.1f}%; height shift {dose_height:.4f} nm")
print(f"roughness with Poisson site number {W_sites:.5f} nm")
print(f"binding {binding:.2f} eV; attempt rate {attempt:.1e} s^-1")
print(f"desorption rate {desorption:.3e} s^-1")
print(f"desorption bound in {cycle_time:.1f} s: {desorption*cycle_time:.3e}")
print("done: every assertion held")
```

Running it gives:

```
pressure 0.020 Torr; temperature 473 K
molecular mass 72.09 u; sticking 1.0e-03
site density 4.0 nm^-2; patch side 5.0 nm
sites per patch M 100; pulse 0.20 s
leaps 4; leap time 0.050 s
cycles 100; full-layer growth 0.10 nm
impingement flux 3.8046e+04 nm^-2 s^-1
rate per vacant site k 9.5115 s^-1
exposure per leap x 0.4756; per pulse X 1.9023
exact fill probability per leap 0.3785
whole-pulse Poisson mean 190.23 molecules
whole-pulse Poisson overshoot probability 1.00000000
mean surplus hits in whole pulse 105.15
one-leap overshoot, V=1: 8.289e-02
one-leap overshoot, V=10: 9.781e-03
one-leap overshoot, V=100: 1.098e-11
eventual overshoot from V=1: 0.2190
eventual overshoot from V=100: 0.2632
small-x estimate x/2: 0.2378
After one pulse: mean coverage; count variance
exact binomial 0.8508; 12.696
linear binomial 0.9244; 6.992
unrestricted Poisson 0.9244; 13.339
clipped Poisson 0.9243; 13.158
Poisson/linear variance factor 1/(1-x) 1.9068
Poisson patch overfull after pulse 0.00681
probability of negative V before last leap 4.319e-04
linear leaps for coverage bias below 0.001: 271
competitor/main rate ratio 0.50; shared vacancies 6
separate-binomial overfull probability 0.03266
exact mean film height 8.5077 nm
Poisson mean film height 9.2437 nm
exact patch roughness 0.03563 nm
linear-binomial roughness 0.02644 nm
Poisson roughness 0.03652 nm
clipped-Poisson roughness 0.03627 nm
simulated patches 10000
simulated binomial height 8.5071 nm
simulated binomial roughness 0.03605 nm
simulated Poisson roughness 0.03631 nm
simulated Poisson overfull fraction 0.00688
hindrance 0.010 eV/neighbour; neighbours 4
thermal energy 0.04076 eV
hindered master-equation coverage 0.7089
frozen-rate coverage error, 4 leaps: 0.027358
frozen-rate coverage error, 16 leaps: 0.006194
frozen-rate coverage error, 32 leaps: 0.003051
frozen-rate coverage error, 64 leaps: 0.001514
pressure rise time 0.020 s; coverage 0.8195
dose increase 5.0%; height shift 0.1354 nm
roughness with Poisson site number 0.09224 nm
binding 1.50 eV; attempt rate 1.0e+13 s^-1
desorption rate 1.041e-03 s^-1
desorption bound in 5.0 s: 5.207e-03
done: every assertion held
```
